# Merz's law or a power law: what a straight plot decides

Switching times that follow the power law $t\propto E^{-4.756}$ exactly, with no activation field in them, are plotted as $\ln t$ against $1/E$. Nine fields between 2.000 and 3.246 MV/cm take the time from 403.4 ns down to 40.34 ns, one decade. The straight line through the points has $R^2=0.995$, and its slope is close to 12 MV/cm, which would be read as an activation field. Why does a law with no activation field draw so good a Merz plot?

## The counter-example

Merz's law and its rival are

$$\ln t=\ln t_0+\frac{E_a}{E},\qquad \ln t=c-n\ln E .$$

Here $t$ is the switching time, $E$ the applied field, $E_a$ the activation field and $n$ a constant exponent. Inside logarithms, times are numbers of nanoseconds and fields are numbers of MV/cm. Each law has two free parameters.

Take a Merz law with $E_a=12$ MV/cm and $t_0=1$ ns, and let the lowest field be 2 MV/cm. There $\ln t=12/2=6$, so $t=403.4$ ns. For the time to fall by a factor of ten, $E_a/E$ must fall by $\ln 10=2.3026$, so the highest field obeys

$$\frac1{E_{\max}}=\frac12-\frac{2.3026}{12}=0.3081\ \text{cm/MV},\qquad E_{\max}=3.246\ \text{MV/cm}.$$

The power law that passes through the same two end points has

$$n=\frac{\ln 10}{\ln(3.246/2.000)}=\frac{2.3026}{0.4841}=4.756 .$$

Between the ends the two laws differ most at $E=E_a/n=2.523$ MV/cm, as will be shown. There Merz's law gives $\ln t=12/2.523=4.756$, or 116 ns. The power law gives

$$\ln t=6-4.756\,\ln\frac{2.523}{2}=4.895,$$

or 134 ns. The difference is 0.139 in $\ln t$. Moving the straight line up by half of this shares the error between the middle and the ends, so this Merz line misses the power law by at most 0.0694 in $\ln t$, about 7 % in time. With a scatter of 10 % from reading to reading, such a bend is hard to see.

This line, the one with the least worst-case error, is $\ln t=0.0694+12/E$. It reports an activation field of 12 MV/cm and a limiting time of 1.07 ns, and neither quantity exists in the law that made the data. An ordinary least-squares line through nine fields evenly spaced in $1/E$ differs slightly: 11.94 MV/cm, 1.11 ns and a largest miss of 0.087.

## What is true in general

"One decade" may refer to the time or to the field, and the conclusion depends on which. Define

$$r=\frac{E_{\max}}{E_{\min}},\qquad L=\ln r,\qquad S=\ln\frac{t_{\max}}{t_{\min}},\qquad m=\frac{L}{r-1}.$$

**Statement.** If either law holds without scatter, the best fit of the other over the whole window has the worst-case error

$$\delta=\frac{S}{2L}\,(m-1-\ln m)\simeq\frac{SL}{16}\qquad(1)$$

in $\ln t$. Whether data can separate the laws depends on $\delta$ compared with the scatter, and on the number and placement of the readings. Straightness, or a high $R^2$, does not settle it.

### Proof of the worst-case error

Use the scaled inverse field $\xi=E_{\max}/E$, which runs from 1 to $r$. Let both laws share their end points. The Merz curve is linear in $\xi$ and the power law is linear in $\ln\xi$, so

$$y_M=\ln t_{\min}+S\,\frac{\xi-1}{r-1},\qquad y_P=\ln t_{\min}+S\,\frac{\ln\xi}{L}.$$

Since $1/(r-1)=m/L$, their difference is

$$D(\xi)=y_P-y_M=\frac SL\left[\ln\xi-m(\xi-1)\right].$$

It vanishes at $\xi=1$, and also at $\xi=r$ because $m(r-1)=L$. Its second derivative, $-S/(L\xi^2)$, is negative, so $D$ is positive between the ends. Setting $D'=(S/L)(1/\xi-m)$ to zero gives $\xi_*=1/m$, and

$$D_*=\frac SL\left[-\ln m-m\left(\frac1m-1\right)\right]=\frac SL\,(m-1-\ln m).$$

In terms of field this point is $E_*=mE_{\max}$. Comparing end points gives $S=nL$ and $S=E_a(1/E_{\min}-1/E_{\max})=E_a(r-1)/E_{\max}$. Hence $n=E_a(r-1)/(LE_{\max})=E_a/(mE_{\max})$, and $E_*=E_a/n$. This has a direct meaning: the local exponent of Merz's law is $-d\ln t/d\ln E=E_a/E$, and at $E_*$ it equals $n$. In the example it changes only from 6.000 to 3.697 across the window, which is why a constant 4.756 does so well.

Now fit a Merz line to the power law. Adding the constant $D_*/2$ to $y_M$ leaves the error $D-D_*/2$, which lies between $-D_*/2$ and $D_*/2$. No line does better. Suppose that adding some linear function $g(\xi)$ left an error smaller than $D_*/2$ everywhere. At the ends, where $D=0$, this requires $g<D_*/2$. At $\xi_*$, where $D=D_*$, it requires $g>D_*/2$. But a linear function at an interior point is a weighted mean of its end values, so it cannot exceed both. The minimum is therefore $D_*/2$.

For a power law fitted to Merz data, the function to be matched is $-D$ and the correction is linear in $\ln\xi$. The same argument holds with $\ln\xi$ as the variable and the signs reversed. The error is again $\delta=D_*/2$, which proves the equality in (1).

For the approximation, write $r-1=e^L-1=2e^{L/2}\sinh(L/2)$. Then

$$m=\frac{L}{e^L-1}=1-\frac L2+\frac{L^2}{12}-\frac{L^4}{720}+\dots$$

$$\ln m=-\frac L2-\ln\frac{\sinh(L/2)}{L/2}=-\frac L2-\frac{L^2}{24}+\frac{L^4}{2880}+\dots$$

Subtracting, the terms in $L$ cancel, the quadratic terms add to $L^2/12+L^2/24=L^2/8$, and the quartic terms give $-L^4(1/720+1/2880)=-L^4/576$. After multiplication by $S/(2L)$,

$$\delta=\frac{SL}{16}\left(1-\frac{L^2}{72}+\dots\right).$$

In the example $SL/16=0.0697$, against the full value 0.0694.

### The two meanings of a decade

If the time span $S$ is held fixed, then $L=S/n$ and $\delta\simeq S^2/(16n)$. A steeper law is harder to identify, because it uses up its decade of time in a narrower range of field. If the field ratio is held fixed, then $S=nL$ and $\delta\simeq nL^2/16$. A steeper law is now easier to identify.

Take a full decade of field, $r=10$. For $n=1$ the time also spans one decade, and $\delta=0.3095$, a factor of 1.36 in time. For the Merz law of the example, a decade of field ending at 3.246 MV/cm starts at 0.325 MV/cm. The time then spans 14.45 decades, and $\delta=4.473$, a factor of about 88. No ordinary scatter hides that. The difficulty is practical: the slowest reading would take $1.14\times10^7$ s, more than four months.

## Why $R^2$ does not help

In a straight-line fit with an intercept, $R^2$ is the squared correlation between the data and the plotted variable. Correlation does not change when a variable is shifted or multiplied by a positive constant. Noiseless Merz data are a shifted multiple of $x=1/E$, and power-law data are a shifted multiple of $\ln x$. Whichever law is true, the wrong one therefore obtains

$$R^2=\rho^2,\qquad \rho=\mathrm{corr}(x,\ln x).$$

Neither $E_a$ nor $n$ enters. This number describes the choice of fields, not the ferroelectric.

For many fields evenly spaced in $1/E$ over a narrow window, write $x=x_c(1+u)$ with $-h\le u\le h$. Then $\ln x=\ln x_c+u-u^2/2+\dots$. The linear term has variance $h^2/3$. By symmetry $u^2$ is uncorrelated with $u$, so to leading order the part that a straight line cannot follow is $u^2/2$, with variance

$$\frac14\left(\frac{h^4}{5}-\frac{h^4}{9}\right)=\frac{h^4}{45}.$$

The unexplained fraction is $(h^4/45)/(h^2/3)=h^2/15$. Since $h=(r-1)/(r+1)=\tanh(L/2)\simeq L/2$,

$$1-\rho^2\simeq\frac{L^2}{60}.$$

For the example this gives $R^2=0.9961$. The nine actual fields give 0.9953, slightly lower. With few points the ends of the window carry more weight: replacing the averages over $u$ by sums over nine equally spaced values changes $L^2/60$ to $77L^2/3840\simeq L^2/50$, which accounts for the difference.

Scatter of 10 % lowers $R^2$ more than the wrong law does. With Merz's law true and this scatter, the mean $R^2$ over simulated data sets is 0.986 for the Merz fit and 0.982 for the power fit. Over the full decade of field the wrong law still has $R^2=0.904$, although it misses by a factor of at least 87 in time somewhere in the window. $R^2$ compares the misfit with the total variation, so it can look respectable while the misfit itself is enormous.

## The risk of choosing wrongly

Let there be $N$ readings whose logarithms $y_i$ carry independent Gaussian errors of the same standard deviation $\sigma$. Choose the law with the smaller residual sum of squares. For equal Gaussian errors this is also the choice of greater likelihood, and as both laws have two parameters, neither gains from being more flexible.

Let $\mathbf a$ and $\mathbf b$ be the vectors of $x_i$ and $\ln x_i$, each with its mean subtracted and scaled to unit length. Then $\mathbf a\cdot\mathbf b=\rho$. A fit removes from the centred data their component along the corresponding unit vector, so the residual sums differ by

$$\Delta=\mathrm{RSS}_P-\mathrm{RSS}_M=(\mathbf a\cdot\mathbf y)^2-(\mathbf b\cdot\mathbf y)^2=[(\mathbf a-\mathbf b)\cdot\mathbf y]\,[(\mathbf a+\mathbf b)\cdot\mathbf y].$$

Suppose Merz's law is true. The centred signal is $A\mathbf a$, where $A$ is its length. The projections on $\mathbf a$ and $\mathbf b$ have means $A$ and $\rho A$, and each has variance $\sigma^2$. The variances cancel in the mean of $\Delta$:

$$\langle\Delta\rangle=(A^2+\sigma^2)-(\rho^2A^2+\sigma^2)=A^2(1-\rho^2).$$

The wrong law wins when $\Delta<0$, that is, when the two factors have opposite signs. They are independent Gaussian variables, because $(\mathbf a-\mathbf b)\cdot(\mathbf a+\mathbf b)=1-1=0$. Their means are $A(1\mp\rho)$ and their variances are $\sigma^2|\mathbf a\mp\mathbf b|^2=2\sigma^2(1\mp\rho)$. Mean divided by standard deviation is

$$z_\mp=\frac{A(1\mp\rho)}{\sigma\sqrt{2(1\mp\rho)}}=\frac A\sigma\sqrt{\frac{1\mp\rho}{2}} .$$

With $\Phi$ the cumulative normal distribution, the risk is

$$P=\Phi(-z_-)\Phi(z_+)+\Phi(z_-)\Phi(-z_+).\qquad(2)$$

If the power law is true, $\mathbf a$ and $\mathbf b$ exchange roles and $A$ is the length of the centred power-law signal.

For evenly spaced $x_i$ the Merz signal has steps of $S/(N-1)$. The squares of $N$ consecutive integers, measured from their mean, add to $N(N^2-1)/12$. Hence

$$A^2=\frac{S^2}{(N-1)^2}\,\frac{N(N^2-1)}{12}=\frac{S^2N(N+1)}{12(N-1)},$$

which is $2.3026^2\times90/96=4.97$ for $N=9$, so $A=2.2295$. With $\rho=0.997659$ and $\sigma=0.10$,

$$z_-=22.295\sqrt{\frac{0.002341}{2}}=0.763,\qquad P\simeq\Phi(-0.763)=0.223 .$$

The term with $\Phi(-z_+)$ is negligible, since $z_+\simeq22$. In 100 000 simulated data sets the wrong law won in 22.40 % of cases, against 22.28 % from (2). Guessing would give 50 %, so nine readings contain some information, but not enough for a verdict.

## More readings or a wider window

For large $N$ and a narrow window, $A\simeq S\sqrt{N/12}$. Also $(1-\rho)/2=(1-\rho^2)/[2(1+\rho)]\simeq(1-\rho^2)/4\simeq L^2/240$. Therefore

$$z_-\simeq\frac{SL}{\sigma}\sqrt{\frac{N}{2880}}\simeq0.30\,\sqrt N\,\frac{\delta}{\sigma},$$

where the last step uses $SL\simeq16\delta$. The risk is governed by misfit over scatter, and repetition helps only as $\sqrt N$. Doubling the readings to 18 in the same window lowers the risk from 22.3 % to 16.4 %. With readings evenly spaced in $1/E$, reaching 1 % takes 123 of them. Placement matters: with a quarter of the readings at each end and half at $E_*$, 48 readings give about 0.8 %. In either case their errors must really be independent. A common factor in all the times, or in all the fields, does not affect the choice, because both fits absorb it. A common offset in the fields changes the shape of the plot, and it does not average away.

Widening the window raises $S$ and $L$ together. With the upper field, $E_a$, $\sigma$ and the nine readings unchanged:

- Two decades of time need a lowest field of 1.445 MV/cm and a slowest reading of 4.03 µs. The risk is 0.55 %.
- Three decades need 1.132 MV/cm and 40.3 µs. The risk is about $4\times10^{-5}$ %.

In this example, with the readings evenly spaced in $1/E$ in both cases, one more decade of time does more than a tenfold increase in their number. For the full decade of field the computed risk is zero, meaning that it is too small for the computer to represent.

The weak law $n=1$ over a decade of field lies between these cases. Nine readings give a risk of 0.043 % at $\sigma=0.10$, but 13.3 % at $\sigma=0.30$. Even a decade of field is thus no guarantee when the law is weak and the scatter large.

A second diagnostic follows from $E_a=nE_*$. If a power law is true, the Merz line with the least worst-case error has an activation field of $n$ times $E_*=L/(1/E_{\min}-1/E_{\max})$. Multiplying every field by a common factor multiplies $E_*$, and hence the apparent $E_a$, by that factor. Under Merz's law $E_a$ stays fixed, provided that $E$ is the true field in the film. An internal offset $E_0$ aiding the drive turns the local slope into $E_a/(1+E_0/E)^2$, which also falls as the window is moved down: for $E_0=0.3$ MV/cm the fitted slope goes from 9.55 to 8.31 MV/cm when all fields of the example are multiplied by 0.6. An activation field that follows the measuring window is therefore a sign against Merz's law only once such an offset has been excluded.

## What the ambiguity costs

Inside the window the choice hardly matters. Outside it the laws part. Fit the power law to the Merz data of the example with the least worst-case error. Merz's law lies below the power law that shares its ends, so the fitted curve is lowered by $\delta$:

$$\ln t=6-4.756\ln\frac E2-0.0694 .$$

At 1 MV/cm this gives $6+3.297-0.069=9.227$, or 10.2 µs. Merz's law gives $\ln t=12$, or 163 µs, longer by a factor of 16. At 0.5 MV/cm the power law predicts 0.275 ms and Merz's law 26.5 s, a factor of nearly $10^5$. An estimate of how long a stored polarization withstands a small disturbing field thus rests on the choice of law, which the one-decade plot did not make.

## Beside a real film

The parameters are rough values in the regime of a 10 nm ferroelectric hafnium zirconium oxide film, driven here at 2.0 to 3.2 V. The upper field is already 0.81 of a rough breakdown field of 4 MV/cm, so the window has to be widened downwards. The model assumes that the film field is known. In a device, the switching current through a series resistance lowers it. For 50 Ω, an area of 100 µm² and a remanent polarization of 20 µC/cm², and with the current taken as constant at its mean value $2P_rA/t$ ($P_r$ the remanent polarization, $A$ here the area), this raises $\ln t$ by 0.054 at the highest field, almost as much as $\delta$; the shift grows with area and resistance. Most of that is a tilt, which the fit absorbs into $E_a$; the bow left over is 0.002, bent opposite to the power law's 0.069. An internal offset field of 0.1 MV/cm opposing the drive leaves a bow of 0.006, in the same sense as the droop. Temperature must be held steady as well: if $E_a$ varies as $1/T$, a drift of 1 K changes $\ln t$ by 0.02 at the lowest field, so a drift of a few kelvin can shift a single reading by as much as $\delta$. How much of this appears as a bow, and how much as a tilt, depends on how the drift runs through the series. Real films are also polycrystalline and switch with a spread of local times. That spread is not modelled here, and it can bend the plot by an amount this estimate does not bound.

## What a successful choice would still leave open

Suppose that a wide window favours Merz's law over the power law. Other laws remain. Consider $\ln t=c+b\,x^{\mu}$ with $b>0$ and $0<\mu<1$. Near the window's centre,

$$x^\mu=x_c^\mu\left[1+\mu u-\frac{\mu(1-\mu)}{2}u^2+\dots\right].$$

Relative to its linear term, the quadratic term is $-(1-\mu)u^2/2$, whereas for the power law it is $-u^2/2$. For the same time span in a narrow window, this law therefore bows away from a Merz line by only $1-\mu$ times as much. For any given set of readings with scatter, a $\mu$ close enough to 1 fits practically as well as Merz's law.

Nor does the form of the law fix its cause. An activation barrier proportional to $1/E$, with a constant prefactor, gives Merz's law, but the fit tests the dependence on field, not the nucleation process assumed to lie behind it. Changing the temperature tests a different part of that picture: a fixed barrier of this kind requires $E_a\propto1/T$, which would take 12 MV/cm at 300 K to 10.06 MV/cm at 358 K. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Ea = 12.0 MV/cm, t0 = 1.0 ns
Field window: 2.000 to 3.246 MV/cm
Field ratio r = 1.6228, L = 0.4841, S = 2.3026
Switching times: 403.4 to 40.34 ns
Merz local exponent: 6.000 to 3.697
Matched power exponent n = 4.756; m = 0.7774
Worst misfit delta = 0.0694 in ln t; SL/16 = 0.0697
Worst misfit as time change = 7.19 %
Points N = 9, scatter sigma = 0.10 in ln t
Noiseless wrong-law R^2 = 0.99532
Dense-window estimate 1-L^2/60 = 0.99609
Mean noisy R^2, Merz true: Merz 0.9861, power 0.9815
Signal norm A = 2.2295, rho = 0.997659
Expected RSS excess / sigma^2 = 2.325
Wrong choice, Merz true: 22.28 %
Same from random trials: 22.40 %
Wrong choice, power true: 22.34 %
Wrong choice with 18 points: 16.41 %
Points for at most 1 % wrong choice: 123
Wider time span, same upper field and N, Merz true:
 1 dec: Emin 2.000 MV/cm, slowest 0.403 us
   R^2 0.99532, misfit 0.0694, wrong 22.3 %
 2 dec: Emin 1.445 MV/cm, slowest 4.03 us
   R^2 0.98705, misfit 0.2307, wrong 0.553 %
 3 dec: Emin 1.132 MV/cm, slowest 40.3 us
   R^2 0.97823, misfit 0.4481, wrong 3.76e-05 %
Extrapolation from the one-decade window:
 1.0 MV/cm: Merz 0.000163 s, power 1.02e-05 s, ratio 16
 0.5 MV/cm: Merz 26.5 s, power 0.000275 s, ratio 9.64e+04
Decade of field, Ea as above: slowest 1.14e+07 s
 time span 14.45 decades, R^2 0.9041
 misfit 4.473 in ln t, wrong 0 %
Decade of field, n = 1: misfit 0.3095 in ln t
 wrong: 0.0431 % (sigma 0.10), 13.3 % (sigma 0.30)
Film 10 nm, area 100 um2, Pr 20 uC/cm2
Voltage: 2.000 to 3.246 V
Rough breakdown 4.0 MV/cm; Emax/breakdown 0.811
Series 50 ohm: ln t shift at Emax 0.0543
Signed bow: power 0.0694, droop -0.0022
Offset 0.1 MV/cm: signed bow -0.0063
RC delay 0.133 ns, relative permittivity 30
Tunnel barrier 2.0 eV, mass ratio 0.2
Current density: tunnel 0.00011, switching 992 A/cm2
Silicon: 150 W/(m K), 1.65 J/(cm3 K)
Self-heating 0.464 K; ln t change -0.0057
Drift of +1 K at 300 K, Emin: ln t change -0.0200
Ea at 358 K if proportional to 1/T: 10.06 MV/cm
```
